# Threshold behaviour of exothermic electron attachment in a single partial wave, part 2

A slow electron (mass $m$, energy $E=\hbar^2k^2/2m$, orbital angular momentum $l$) is captured by a neutral target at rest, which breaks into fragments of reduced mass $M$ with energy release $Q>0$. We seek the attachment cross section $\sigma_l$ as $k\to0$. So far, the electron feels no force beyond radius $a$, leaves only with its original energy, and $l$ is not mixed. The wave $e^{ikr}$ is outgoing. The example uses eV and nm.

With $c=\hbar^2/2m$ and $C=\hbar^2/2M$, the model is

$$-c\psi''+\left[\frac{c\,l(l+1)}{r^2}+V(r)\right]\psi+g\,\langle\zeta|\chi\rangle=E\psi, \tag{2}$$

$$-C\chi''+U(x)\chi+\zeta\,\langle g|\psi\rangle=E\chi . \tag{3}$$

Here $\psi$ is $r$ times the radial electron wave, $\zeta$ the target's vibrational ground state, $\chi$ the fragment wave, $x$ the displacement from the equilibrium bond length, $U$ the ion curve and $g$ the coupling; $V$ and $g$ vanish beyond $a$.

The outgoing solution of $(E+C\,d^2/dx^2-U)\chi_1=\zeta$ tends to $B_1e^{iKx}$, with $K=\sqrt{(E+Q)/C}$. It defines $D=\langle\zeta|\chi_1\rangle$, and

$$\mathrm{Im}\,D=-CK|B_1|^2<0 \tag{4}$$

whenever the source emits fragments. With $H$ the kinetic, centrifugal and potential terms of (2), let $(E-H)\psi_h=0$, $\psi_h(a)=1$ and $(E-H)\psi_s=g$, $\psi_s(a)=0$, both regular at the origin. Then $h=\langle g|\psi_h\rangle$ and $w=\langle g|\psi_s\rangle$ are real. The logarithmic derivative $\Lambda=a\psi'(a)/\psi(a)$, with threshold value $\Lambda_0$, obeys

$$\mathrm{Im}\,\Lambda=\frac{a h^2}{c}\,\frac{\mathrm{Im}\,D}{|1-Dw|^2}<0\qquad(h\neq0). \tag{6}$$

The outgoing wave $O_l$, of unit amplitude at infinity, defines $s_l+iP_l=aO_l'/O_l$ at $a$. The capture probability is

$$p_l=\frac{4P_l\,(-\mathrm{Im}\,\Lambda)}{|\Lambda-s_l-iP_l|^2}, \tag{9}$$

$$P_l=\frac{a\,\mathrm{Im}(O_l^*O_l')}{|O_l|^2}=\frac{ka}{|O_l(ka)|^2}. \tag{10}$$

For the free wave, with $z=kr$,

$$O_l(z)\to\frac{(2l-1)!!}{z^l},\qquad(2l-1)!!=1\cdot3\cdots(2l-1),\quad(-1)!!=1. \tag{11}$$

$$P_l\to\frac{(ka)^{2l+1}}{[(2l-1)!!]^2},\qquad s_l\to-l. \tag{12}$$

$$P_1=\frac{(ka)^3}{1+(ka)^2},\qquad s_1=-\frac{1}{1+(ka)^2}. \tag{13}$$

Since $\sigma_l=(2l+1)\pi p_l/k^2$,

$$\boxed{\;\sigma_l\to(2l+1)\,4\pi a^2\,\frac{(ka)^{2l-1}}{[(2l-1)!!]^2}\,\frac{-\mathrm{Im}\,\Lambda_0}{|\Lambda_0+l|^2}\;} \tag{14}$$

For $N$ equally coupled components of a fixed-axis molecule, $N$ replaces the factor $2l+1$.

Part (f) asks when this short-range law fails or loses its range: find the condition on $k$, and the change of exponent when the energy release is zero.

**Solution.** The replacements that led to (14) require $|\Lambda-\Lambda_0|$, $|s_l+l|$ and $P_l$ all to be small compared with $|\Lambda_0+l|$. They also require $ka\ll1$, so that (12) holds for the penetrability in the numerator. Finally, the numerator contains $\mathrm{Im}\,\Lambda$ itself, whose change must be small compared with $|\mathrm{Im}\,\Lambda_0|$. When absorption is weak this is a separate condition, and it can fail at energies well below $Q$. The reason is that $\mathrm{Im}\,D$ depends on the overlap of $\zeta$ with the fragment wave. On a falling ion curve, raising the energy by $E$ moves the turning point of that wave by about $E/|U'(0)|$. The overlap can change appreciably once this shift is no longer small compared with the width $d$ of $\zeta$. In the example of part (i), $|U'(0)|d$ is 0.19 eV, while $Q$ is 1 eV. If $Q$ is very small, the dependence on the fragment wave number $K$ can set a further limit. A small $|\Lambda_0+l|$ means weak absorption together with a nearly resonant inner wave. The law then still holds in the limit, but over a narrower range of energies.

For $l=0$, where $s_0=0$ and $P_0=ka$, there can be an intermediate range with $|\Lambda_0|\ll ka\ll1$. If the change of $\Lambda$ is also negligible there, (9) gives $p_0\approx4(-\mathrm{Im}\,\Lambda_0)/ka$ and $\sigma_0\propto k^{-3}$. The $1/k$ law takes over at lower energy.

Now let $Q=0$, with fragments in an $s$ wave and an interaction between them that dies off rapidly. Their wave number is $K=\sqrt{E/C}=k\sqrt{M/m}$. Unless the fragments have a zero-energy resonance, the emitted amplitude $B_1$ tends to a constant. If this constant is not zero, (4) gives $\mathrm{Im}\,D\propto K\propto k$. By (6) $\mathrm{Im}\,\Lambda$ is then proportional to $k$ too, provided that $h\ne0$ and that $1-Dw$ stays away from zero. If the now real $\Lambda_0$ differs from $-l$, the cross section gains one power of $k$ and follows $k^{2l}$. A finite energy release is therefore a condition of the law.

### (g) How negligible must long-range forces be?

*Consider electron potentials outside $a$ that fall as $r^{-n}$, first with $n>2$ and then with $n=2$.*

**Solution.** Equations (9) and (10) remain valid if $O_l$ is the outgoing wave in the presence of the tail, since their derivation used only a real outer potential. So the question is how $|O_l(a)|$ scales with $k$.

For $n>2$ write the tail as $|V|/c=\beta^{n-2}/r^n$, with a length $\beta$. Choose a radius $r_1$ with $\beta\ll r_1\ll1/k$. Beyond $r_1$ the first correction to the free wave is at most of order

$$\int_{r_1}^{\infty}\frac{\beta^{n-2}}{r^n}\,r\,dr=\frac{1}{n-2}\left(\frac{\beta}{r_1}\right)^{n-2},$$

because the product of the two free solutions, divided by $k$, is at most of order $r$. This correction is small, so at $r_1$ the wave still has the form (11). Inside $r_1$ the energy is negligible. There $O_l$ follows the zero-energy solution $W(r)$ that tends to $r^{-l}$ at large $r$:

$$O_l(a)\to\frac{(2l-1)!!}{k^l}\,W(a),\qquad P_l\to\frac{k^{2l+1}a}{[(2l-1)!!]^2\,W(a)^2}. \tag{15}$$

If $W(a)$ happens to vanish, a slightly larger $a$ is used. Without a tail $W(a)=a^{-l}$ and (12) returns. With it, the limiting exponent is the same, but the prefactor changes and $s_l$ tends to $aW'(a)/W(a)$ instead of $-l$. The polarization potential, $n=4$, and a diagonal quadrupole term, $n=3$, belong to this class. The assumption of no long-range force is thus stricter than the exponent requires.

For $n=2$ let the tail be $-cb/r^2$. It has the same form as the centrifugal term, and the two combine into $c\lambda(\lambda+1)/r^2$ with

$$\lambda=-\tfrac12+\sqrt{\left(l+\tfrac12\right)^2-b}. \tag{16}$$

Take $b<(l+\tfrac12)^2$, so that $\lambda$ is real and larger than $-\tfrac12$. The outgoing wave is a function of $kr$ alone. At small argument it combines $(kr)^{-\lambda}$ and $(kr)^{\lambda+1}$. The first term must be present, since a solution made of the second alone is real up to a constant factor and carries no flux. The first also dominates, so $|O(a)|\propto k^{-\lambda}$, $P\propto k^{2\lambda+1}$ and

$$\sigma\propto k^{2\lambda-1}. \tag{17}$$

For $l=1$ and $b=0.5$, $\lambda=0.823$, and the exponent falls from 1 to 0.646. The field of a permanent electric dipole gives an $r^{-2}$ potential. It also couples different $l$, so in that case $\lambda(\lambda+1)$ must be an eigenvalue of the combined angular problem. This applies to a dipole whose axis stays fixed. In a rotational state of definite parity the mean dipole is zero, so for a freely rotating linear molecule in a $\Sigma$ state (17) does not extend to electron energies far below the rotational spacing. A symmetric top with $K\neq0$ is different. Its levels come in nearly degenerate pairs of opposite parity, which the dipole connects. A reduced $r^{-2}$ coupling therefore survives the rotation, down to energies comparable with the splitting of the pair.

### (h) What rate coefficient follows?

*Average the threshold law over a Maxwell distribution with electron temperature $T_e$.*

**Solution.** Since $\sigma_l\propto E^{l-1/2}$ and $v\propto E^{1/2}$, the product can be written as $\sigma_lv=\sigma_l(E_0)v(E_0)(E/E_0)^l$ for any reference energy $E_0$ in the threshold range. The energy distribution is proportional to $\sqrt E\,e^{-E/k_BT_e}$. Its average of $E^l$ is a ratio of two gamma-function integrals:

$$\langle E^l\rangle=\frac{\int_0^\infty E^{l+1/2}e^{-E/k_BT_e}dE}{\int_0^\infty E^{1/2}e^{-E/k_BT_e}dE}=(k_BT_e)^l\,\frac{\Gamma(l+\frac32)}{\Gamma(\frac32)}.$$

Therefore

$$\langle\sigma_lv\rangle=\sigma_l(E_0)\,v(E_0)\left(\frac{k_BT_e}{E_0}\right)^l\frac{\Gamma(l+\frac32)}{\Gamma(\frac32)}. \tag{18}$$

An $s$-wave process has a rate coefficient independent of $T_e$, and a $p$-wave process has one proportional to $T_e$. This requires that the energies which contribute lie within the threshold range.

### (i) A model molecule in a cold afterglow

*Evaluate the law for $l=1$, one coupled component ($N=1$), and the model of part (b). Use $a=0.25$ nm, $V=-0.5$ eV inside $a$, $M=18$ u and $Q=1.0$ eV. Compare with the full model and find the electron lifetime at 10 mTorr and 300 K.*

**Solution.** The remaining model functions are as follows. The coupling is $g=0.6\ \text{eV}\times\varphi(r)$, with $\varphi\propto(r/a)^{l+1}(1-r/a)$ and $\int_0^a\varphi^2dr=1$. The ion curve is $U=-Q+(Q+\Delta)e^{-\kappa x}$, with $\Delta=0.1$ eV and $\kappa=30$ nm$^{-1}$. The state $\zeta$ is the harmonic ground state for a quantum of 0.07 eV, proportional to $e^{-x^2/2d^2}$ with $d=0.00576$ nm.

The fragment equation was solved by finite differences with an outgoing boundary condition, and the electron equation on a Chebyshev grid. At $E=0$ this gives $\Lambda_0=1.516-0.622i$. Hence

$$\frac{-\mathrm{Im}\,\Lambda_0}{|\Lambda_0+1|^2}=\frac{0.622}{2.516^2+0.622^2}=0.0926 .$$

At 10 meV, with $c=0.0381$ eV nm$^2$,

$$ka=0.25\sqrt{0.010/0.0381}=0.128,$$

$$\sigma_1=4\pi(0.25\ \text{nm})^2(0.128)(0.0926)=9.31\times10^{-3}\ \text{nm}^2 .$$

The full model, in which the cross section is the outgoing fragment flux divided by the incident flux density, gives $9.37\times10^{-3}$ nm$^2$, or $9.4\times10^{-17}$ cm$^2$. Other energies compare as follows.

| $E$ (meV) | $ka$ | full model (nm$^2$) | full model / law |
|---|---|---|---|
| 1 | 0.041 | 0.00295 | 1.001 |
| 3 | 0.070 | 0.00512 | 1.003 |
| 10 | 0.128 | 0.00937 | 1.006 |
| 30 | 0.222 | 0.0160 | 0.990 |
| 60 | 0.314 | 0.0209 | 0.915 |

The deviation at 60 meV can be divided into two parts. Keep $\Lambda=\Lambda_0$ but use the full $P_1$ and $s_1$ of (13). With $(ka)^2=0.098$, $P_1$ is smaller than its limiting form by the factor $1/1.098=0.910$. Also $s_1=-0.910$ and $P_1=0.028$, so the denominator changes from $6.72$ to $2.426^2+0.650^2=6.31$. The ratio becomes $0.910\times6.72/6.31=0.97$. The remaining factor, $0.915/0.97=0.94$, is due to the change of $\Lambda$ between zero and 60 meV, where $\Lambda=1.754-0.712i$. This factor is what is left of two larger, opposing changes. The growth of $|\mathrm{Im}\,\Lambda|$ alone gives a factor 1.12, and the growth of $\mathrm{Re}\,\Lambda$ alone gives 0.84. At 30 meV the two factors are 1.09 and 0.92. The ratio 0.990 there is thus partly a cancellation, and does not show that $\Lambda$ is still close to $\Lambda_0$.

At 60 meV the local exponent $d\ln\sigma/d\ln k$ reveals the departure more strongly: it is 0.58 instead of 1, while the cross section itself differs from the law by less than a tenth. At 10 meV the exponent is 1.002.

For the rate coefficient take $E_0=10$ meV, where $v=\sqrt{2E_0/m}=5.93\times10^6$ cm/s. At 300 K, $k_BT_e=25.9$ meV, and for $l=1$ the ratio of gamma functions is $3/2$:

$$\langle\sigma_1v\rangle=(9.31\times10^{-17})(5.93\times10^6)(2.59)(1.5)\ \text{cm}^3/\text{s}=2.1\times10^{-9}\ \text{cm}^3/\text{s}.$$

Averaging the full model cross section numerically gives $1.9\times10^{-9}$ cm$^3$/s, so the law is 13% above the model value. The gas density at 10 mTorr and 300 K is $3.22\times10^{14}$ cm$^{-3}$. The electron lifetime in the full model is therefore

$$\tau=\frac{1}{(3.22\times10^{14})(1.89\times10^{-9})}\ \text{s}=1.6\ \mu\text{s}.$$

### (j) What would a real etching plasma change?

*Estimate the effect of the long-range forces, and identify which other assumptions are strained at 300 K.*

**Solution.** Add outside $a$ the polarization potential $-e^2\alpha/(8\pi\epsilon_0r^4)$, with a polarizability volume $\alpha=0.005$ nm$^3$. Then add the diagonal quadrupole term $-(2/5)e\Theta/(4\pi\epsilon_0r^3)$, with $\Theta=0.007\ e\,$nm$^2$. The factor $2/5$ is the average of $P_2(\cos\theta)$ in the state $l=1$, $m_l=0$. There $\langle\cos^2\theta\rangle=3/5$, so $(3\cdot3/5-1)/2=2/5$. The inner solution, and so $\Lambda(E)$, is held fixed. The outgoing wave was found by numerical integration inward from $r=60/k$.

At 10 meV polarization alone multiplies the cross section by 1.8, and both tails together by 2.4. At 1 and 60 meV the factors are nearly the same. The local exponent at 10 meV changes only from 1.002 to 1.012 with polarization, and to 1.007 with both tails. This is the behaviour expected from (15): the tails mainly change the prefactor. The factor 2.4 is an estimate of size, since the couplings to other $l$ are omitted and a real inner solution would have to be computed with the same forces. It also depends on where the tails begin. At 10 meV it falls to 1.9 or 1.6 if they are switched on only beyond 0.30 or 0.35 nm, and to 1.3 if the sign of $\Theta$ is reversed.

The case in mind is the afterglow of a pulsed halogen etching plasma, at a pressure of roughly 10 mTorr. The reduced mass, bond length, vibrational quantum, polarizability and quadrupole moment are round values close to those of Cl$_2$. The coupling, the inner well and the ion curve are model choices, so the rates found here are not a prediction for that molecule. While power is applied, electron energies are roughly a few eV, far outside the threshold range. The law can become useful after the electrons have cooled. Whether they reach 300 K before they attach depends on their cooling rate, which is not part of this model. The lifetime also assumes that the gas consists entirely of molecules in their vibrational ground state; dissociation in the discharge lowers the molecular density and lengthens it. In the opposite direction, if the factor 2.4 applied to the whole thermal distribution, the lifetime would fall from 1.6 to about 0.7 $\mu$s. For these parameters the neglected long-range force is a much larger source of error than the 13% between the law and the short-range model.

Temperature strains three other assumptions. First, an electron above 70 meV can excite the molecule's first vibrational level and leave with less energy. The share of the $p$-wave rate (18) that comes from such electrons is

$$\frac{1}{\Gamma(\frac52)}\int_{70\,\text{meV}/k_BT_e}^{\infty}t^{3/2}e^{-t}\,dt=37\%.$$

The full-model rate quoted above continues the single-channel calculation through that range, so its accuracy there is not established.

Second, the fraction of harmonic molecules outside the vibrational ground state is $e^{-70/25.9}=6.7\%$. These molecules have another value of $\Lambda_0$. Their effect on the average rate can exceed their share of the population if they attach more readily, and the present model does not determine it.

Third, the molecule rotates. With a bond length of 0.20 nm the rotational constant is $B=C/(0.20\ \text{nm})^2=0.029$ meV. The most populated level lies near $J=\sqrt{k_BT/2B}\approx21$, where the step from $J$ to $J+2$ is $(4J+6)B=2.6$ meV. At electron energies comparable with this step, the picture of an axis fixed during the collision is no longer justified. The 1 and 3 meV rows of the table therefore describe the fixed-axis model, rather than a rotating molecule at 300 K.
